\section*{Frozen-core error in the LDA ionization energy of sodium}

\section*{Question}

I have a radial LDA code and want to know what the frozen-core approximation, as used in PAW data sets, costs in a simple case: the ionization energy of sodium. With a relaxed core I converge Na and Na$^+$ separately and subtract. I am stuck on the other half.

First, what should I evaluate for Na$^+$ with the core of the neutral atom? No valence electron is left to solve for. Second, the 2p level drops from $-1.060$ to $-1.343$ hartree on ionization. If the core feels a change of that size, how can it be safe to freeze it? I am told that the error is of second order, but second order in what, and how do I calculate it without using the relaxed ion?

\section*{Answer}

The error is second order in the \emph{non-uniform part} of the potential change felt by the core. The drop of your 2p level is mostly a uniform shift, which moves no charge. I use Hartree atomic units and non-relativistic, spherical, spin-restricted LDA, in which the 3s electron is shared equally between the two spins.

\subsection*{What to evaluate for the frozen ion}

Let $n_c$ be the density of the ten core electrons in the neutral atom and $n_v$ that of its 3s electron. The energy of ten electrons with density $n$ in the field of the nucleus is
\begin{equation}
E^+[n]=T_s[n]+\int v_{\rm nuc}\,n\,d^3r+E_H[n]+E_{xc}[n],\qquad v_{\rm nuc}=-\frac{11}{r}.
\end{equation}
The relaxed ion has the density $n_+$ that minimizes $E^+$. The frozen ion has the energy $E^+[n_c]$: one evaluation, with no self-consistency cycle.

The kinetic energy must belong to the neutral core orbitals. They obey the Kohn--Sham equation in the neutral potential
\begin{equation}
v^0=v_{\rm nuc}+v_H[n_c+n_v]+v_{xc}(n_c+n_v).
\end{equation}
Multiplying that equation by each orbital, integrating, and summing with the shell occupations $f_i=2,2,6$ gives
\begin{equation}
T_s[n_c]=\sum_{i\in{\rm core}}f_i\varepsilon_i-\int v^0 n_c\,d^3r ,
\end{equation}
with the neutral eigenvalues $\varepsilon_i$. Do not diagonalize once in the potential of the ion and use the new orbitals: they already contain a response to the changed potential, so they are not frozen.

With $E^0$ the energy of the neutral atom, the two ionization energies are
\begin{equation}
I_{\rm rel}=E^+[n_+]-E^0,\qquad I_{\rm fc}=E^+[n_c]-E^0 .
\end{equation}
Their difference is
\begin{equation}
\Delta=I_{\rm fc}-I_{\rm rel}=E^+[n_c]-E^+[n_+]\ge 0 .
\end{equation}
The sign follows because the frozen core is one of the trial states over which the relaxed energy is minimized. Freezing the core therefore raises the ionization energy, provided the neutral atom is itself the reference from which the core was taken, so that $E^0$ carries no frozen-core error.

\subsection*{Why the potential shift gives no first-order error}

We need the slope of $E^+$ at $n_c$. The 1s, 2s and 2p orbitals are the lowest ones in $v^0$, so $n_c$ is the ground-state density of ten independent electrons in $v^0$. It minimizes $T_s[n]+\int v^0n$ at fixed electron number, and hence
\begin{equation}
\left.\frac{\delta T_s}{\delta n}\right|_{n_c}=-v^0+{\rm const}.
\end{equation}
The other terms of $E^+$ contribute $v_{\rm nuc}+v_H[n_c]+v_{xc}(n_c)$. Adding them, the nuclear and core Hartree potentials cancel:
\begin{align}
\left.\frac{\delta E^+}{\delta n}\right|_{n_c}&=w+{\rm const},\\
w&=v_{\rm nuc}+v_H[n_c]+v_{xc}(n_c)-v^0\nonumber\\
&=-v_H[n_v]-\bigl[v_{xc}(n_c+n_v)-v_{xc}(n_c)\bigr].
\label{eq:w}
\end{align}
So $w$ is the change in the core's potential when the valence electron is removed and the core is held still.

A core change $\delta n$ conserves the ten electrons, $\int\delta n\,d^3r=0$. If $w$ were constant over the core, $\int w\,\delta n$ would vanish and $n_c$ would remain stationary for the ion. This is the limit of a valence shell far outside the core: its Hartree potential is flat inside, and its density there vanishes.

For sodium, the mean of $w$ is $-0.315$ hartree over 1s, $-0.299$ over 2s and $-0.298$ over 2p. The last number accounts for most of your 2p shift,
\begin{equation}
-1.343-(-1.060)=-0.283\ \text{hartree}.
\end{equation}
The remaining $+0.015$ hartree arises because the core does change. The three means are nearly equal, and their common part has no effect on the density.

\subsection*{The second-order energy}

The slope $w$ is not quite constant, so the core moves until the curvature of $E^+$ balances it. For the curvature of $T_s$, let $\chi_0$ be the density response of independent electrons, $\delta n=\chi_0\,\delta v$. Since $\delta T_s/\delta n=-v+{\rm const}$ for the potential $v$ that produces $n$, a density change alters this slope by $-\delta v=-\chi_0^{-1}\delta n$. The inverse is taken among density changes of zero total charge, with potentials defined up to a constant. The interaction terms add the kernel
\begin{equation}
K({\bf r},{\bf r}')=\frac{1}{|{\bf r}-{\bf r}'|}+\delta({\bf r}-{\bf r}')\left.\frac{dv_{xc}}{dn}\right|_{n_c}.
\end{equation}
The derivative is taken at $n_c$, not at $n_c+n_v$, because $E^+$ is being expanded about the bare core.

Suppressing the integration signs, we have
\begin{equation}
E^+[n_c+\delta n]=E^+[n_c]+w\,\delta n+\tfrac12\,\delta n\,(K-\chi_0^{-1})\,\delta n+O(\delta n^3).
\label{eq:expand}
\end{equation}
Minimizing the quadratic expression with a multiplier $\mu$ for the electron number gives
\begin{equation}
w+(K-\chi_0^{-1})\,\delta n_1=\mu .
\label{eq:stat}
\end{equation}
Apply $\chi_0$ to both sides. A constant potential causes no response, $\chi_0\mu=0$, so
\begin{equation}
\delta n_1=\chi_0\,(w+K\,\delta n_1).
\label{eq:response}
\end{equation}
This is the linear response including the core's own screening.

For the energy, multiply (\ref{eq:stat}) by $\delta n_1$ and integrate. The multiplier drops out because $\int\delta n_1=0$, leaving
\begin{equation}
\delta n_1(K-\chi_0^{-1})\delta n_1=-w\,\delta n_1 .
\end{equation}
The energy change in (\ref{eq:expand}) is then $w\delta n_1-\frac12w\delta n_1=\frac12w\delta n_1$. Since $\Delta$ is frozen minus relaxed, its sign is reversed:
\begin{equation}
\boxed{\;\Delta_2=-\frac12\int w\,\delta n_1\,d^3r\;}
\label{eq:delta2}
\end{equation}
It is positive when the curvature is positive, that is, when the core is stable. Both $w$ and $\delta n_1$ come from the neutral atom, so the relaxed ion is not needed.

\subsection*{The response in a radial code}

Write $u_i(r)$ for the normalized radial orbitals and $q=4\pi r^2n$ for the radial density. A spherical perturbation $\delta v$ mixes orbitals of the same $l$, and first-order perturbation theory gives
\begin{equation}
\delta u_i=\sum_{a\ne i}u_a\frac{\langle a|\delta v|i\rangle}{\varepsilon_i-\varepsilon_a},\qquad
\langle a|\delta v|i\rangle=\int_0^\infty u_a\,\delta v\,u_i\,dr .
\end{equation}
From $q=\sum_i f_iu_i^2$ follows $\delta q=\sum_i2f_iu_i\delta u_i$. The mixing of 1s with 2s drops out: the two terms have the same numerator and occupation, but opposite denominators. What remains is
\begin{equation}
\delta q(r)=\sum_{i\in{\rm core}}2f_i\sum_{a\in{\rm empty}}
\frac{u_i(r)u_a(r)\,\langle a|\delta v|i\rangle}{\varepsilon_i-\varepsilon_a}.
\end{equation}
All quantities here belong to $v^0$. The 3s orbital counts as empty, although it holds an electron in the neutral atom, because $E^+$ describes the ten core electrons and 3s is available to them.

For spherical charges, the angular average of $1/|{\bf r}-{\bf r}'|$ is $1/\max(r,r')$. The potential induced by $\delta q$ is therefore
\begin{equation}
(K\delta q)(r)=\int_0^\infty\frac{\delta q(r')}{\max(r,r')}\,dr'
+\left.\frac{dv_{xc}}{dn}\right|_{n_c}\frac{\delta q(r)}{4\pi r^2}.
\end{equation}
On a grid, (\ref{eq:response}) becomes the linear system $(1-\chi_0K)\,\delta q=\chi_0w$, and $\Delta_2=-\frac12\int w\,\delta q\,dr$.

One numerical point matters. You are looking for less than $10^{-3}$ hartree in total energies above 160 hartree. It helps to make the potential on the grid the derivative of the energy \emph{as discretized}. Small errors in a converged density then enter the self-consistent energies $E^0$ and $E^+[n_+]$ at second order. The frozen energy $E^+[n_c]$ is not stationary: by (\ref{eq:expand}), an error $\delta n$ in $n_c$ changes it by $\int w\,\delta n\,d^3r$, at first order, so the neutral atom must be converged tightly.

\subsection*{The numbers for sodium}

With Slater exchange and Perdew--Wang correlation, the total energies in hartree are
\begin{align}
E^0&=-161.436188,\\
E^+[n_+]&=-161.246416,\\
E^+[n_c]&=-161.245776 .
\end{align}
Subtraction gives
\begin{align}
I_{\rm rel}&=-161.246416+161.436188=0.189772\ \text{hartree}=5.164\ \text{eV},\\
I_{\rm fc}&=-161.245776+161.436188=0.190412\ \text{hartree}=5.181\ \text{eV}.
\end{align}
The direct difference and the second-order estimate are
\begin{align}
\Delta&=640\times10^{-6}\ \text{hartree}=17.4\ \text{meV},\\
\Delta_2&=677\times10^{-6}\ \text{hartree}=18.4\ \text{meV}.
\end{align}
Freezing the core raises the ionization energy by $0.34\%$ of its relaxed value. The second-order estimate exceeds the direct difference by about $6\%$ of the latter.

The digits are those of the numerical solution within this model, and they are needed for the subtraction. They say nothing about the accuracy of LDA for a real sodium atom. Spin polarization and relativity are left out as well. With a spin-polarized neutral atom the relaxed ionization energy is 5.37 eV. If the core still comes from the unpolarized reference, the neutral atom has a frozen-core error of its own, about $39\times10^{-6}$ hartree, and the net error in the ionization energy falls to about $600\times10^{-6}$ hartree. The numerical check repeats the ionization energy and $\Delta$ in a Gaussian basis; that calculation gives the same $\Delta$ to within $0.2\times10^{-6}$ hartree.

\subsection*{What the core does}

By Gauss's law, the Hartree potential of the valence electron obeys $dv_H[n_v]/dr=-Q_v(r)/r^2\le0$, where $Q_v(r)$ is the valence charge inside $r$, counted in electrons. Hence $-v_H[n_v]$ rises outward and pushes core electrons inward. In the full calculation, where the exchange-correlation part of $w$ acts as well, the core does contract: the sum of $\langle r^2\rangle$ over its ten electrons falls from 6.696 to 6.605 bohr$^2$, or by $1.4\%$.

The amount of charge displaced, $N_d=\frac12\int|n_+-n_c|\,d^3r$, is 0.0193 electrons. This ties the energy to a simple picture. Charge $N_d$ leaves some regions and arrives in others, so
\begin{equation}
-\int w\,(n_+-n_c)\,d^3r=N_d\,\bigl(\bar w_{\rm lost}-\bar w_{\rm gained}\bigr),
\end{equation}
where each mean is weighted by the charge lost or gained. Half of the left side is $623\times10^{-6}$ hartree, and therefore
\begin{equation}
\bar w_{\rm lost}-\bar w_{\rm gained}=\frac{2\times623\times10^{-6}}{0.0193}\approx0.065\ \text{hartree}.
\end{equation}
The energy is small because a small charge moves through a small potential difference. The common shift of about $-0.3$ hartree does not enter.

The kernel matters too. Leaving it out, with $\delta n=\chi_0w$, gives $981\times10^{-6}$ hartree, so the interaction among the core electrons lowers the estimate by $31\%$ of that value. In (\ref{eq:expand}), the Hartree part of $K$ adds to the stiffness of the core. The exchange-correlation part has the opposite sign for exchange, but the net effect here is a stiffer core.

The two parts of $w$ in (\ref{eq:w}) can also be applied separately. The Hartree part alone gives $148\times10^{-6}$ hartree, and the exchange-correlation part alone gives $236\times10^{-6}$. Since $\Delta_2$ is quadratic in $w$, the rest is their cross term:
\begin{equation}
677-148-236=293\quad(\times10^{-6}\ \text{hartree}).
\end{equation}
It is positive, so the two parts reinforce each other. Keeping only the Hartree part of the drive, with the full kernel in the response, gives just $22\%$ of $\Delta_2$.

That the exchange-correlation part is the larger drive may be surprising. One can at least see why it is not flat. Exchange has $v_x=-(3n/\pi)^{1/3}$, so where $n_v\ll n_c$,
\begin{equation}
-\bigl[v_x(n_c+n_v)-v_x(n_c)\bigr]\approx-\frac{dv_x}{dn}\,n_v
=\frac13\left(\frac3\pi\right)^{1/3}\frac{n_v}{n_c^{2/3}} .
\end{equation}
Even a uniform valence density would produce a potential that rises outward as the core density falls. The expansion fails in the outer tail of the core, where $n_v$ is no longer small compared with $n_c$; the two densities are equal near 2.3 bohr. Most of the rise lies in that tail: the exchange-correlation part of $w$ is about 0.004 hartree or less inside 1.5 bohr, 0.024 hartree at 2.0 bohr and 0.060 hartree at 2.5 bohr. The formula therefore shows the direction of the effect, not its size.

\subsection*{Is the remaining 6\% really of higher order?}

This can be checked by switching on $w$ gradually. Define
\begin{equation}
E_\lambda[n]=E^+[n]-(1-\lambda)\int w\,n\,d^3r .
\end{equation}
At $\lambda=0$ the slope at $n_c$ is $w-w=0$ up to a constant, so the frozen core is stationary. At $\lambda=1$ we have the free ion. Let $n_\lambda$ minimize $E_\lambda$, and let $R(\lambda)=E_\lambda[n_c]-E_\lambda[n_\lambda]$ be the relaxation energy. Then $R(1)=\Delta$. The driving potential is $\lambda w$, so
\begin{equation}
R(\lambda)=\Delta_2\lambda^2+a\lambda^3+b\lambda^4+\dots
\end{equation}
In the derivative of $R$, the change of $n_\lambda$ does not contribute because $E_\lambda$ is stationary there. The explicit dependence on $\lambda$ leaves
\begin{equation}
R'(\lambda)=\int w\,n_c\,d^3r-\int w\,n_\lambda\,d^3r=-\int w\,(n_\lambda-n_c)\,d^3r .
\end{equation}
Half of this at $\lambda=1$ is an estimate that uses the actual core change in place of the linear one:
\begin{equation}
\Delta_t=-\frac12\int w\,(n_+-n_c)\,d^3r=\Delta_2+\tfrac32a+2b+\dots
\end{equation}
It too is correct to second order, but its cubic term differs from that of $\Delta=\Delta_2+a+b+\dots$. The cubic terms match in the combination
\begin{equation}
\frac{2\Delta_t+\Delta_2}{3}=\Delta_2+a+\tfrac43b+\dots
\end{equation}
With $\Delta_t=623$ and $\Delta_2=677$, in units of $10^{-6}$ hartree, this is $(1246+677)/3=641$, against the direct value of 640. The excess of $\Delta_2$ is thus mainly a cubic effect. Keeping terms up to $b$, the two relations $a+b=640-677=-37$ and $\frac32a+2b=623-677=-54$ give $b\approx3$ and $a\approx-40$ in the same units. The value of $b$ absorbs the neglected higher terms: a fit of self-consistent $R(\lambda)$ over several $\lambda$ gives $a\approx-40.3$, $b\approx3.8$ and a fifth-order coefficient of about $-0.4$.

The value of $\Delta_2$ can be tested without response theory. In the average of $R(\lambda)$ and $R(-\lambda)$ the cubic term cancels, so dividing by $\lambda^2$ gives $\Delta_2+b\lambda^2+\dots$. Self-consistent runs at $\lambda=\pm0.2$ yield $677.1\times10^{-6}$ hartree, and linear response yields $676.9\times10^{-6}$.

\subsection*{When not to rely on this}

The derivation assumes that the frozen orbitals are the lowest ones in the reference potential, and the form (\ref{eq:w}) of $w$ assumes that the energy functional is the one from which that potential was derived. If you freeze a core from one functional and evaluate the energy with another, $w$ acquires an extra contribution that does not vanish even for the neutral atom.

Second order is also not a guarantee of a small error. The estimate grows with the variation of $w$ across the core and with the core's response, whose denominators are the gaps $\varepsilon_a-\varepsilon_i$. A shallow shell that overlaps the valence density can make both large. The cubic term may then be significant, and it is safer to treat that shell as valence.

Finally, the ionization of sodium to Na$^+$ is special because no valence electron remains. In a frozen-core calculation for an atom that keeps some, the valence orbitals must be solved again, orthogonal to the frozen core. The number found here is the cost of freezing the core alone, in spin-restricted LDA; errors from PAW projectors and partial waves are separate. It does not carry over to other functionals: the same construction gives about $380\times10^{-6}$ hartree in spin-restricted PBE and about $154\times10^{-6}$ hartree in restricted open-shell Hartree--Fock.

\section*{Computed values}
\begin{verbatim}
Nuclear charge: 11; radial nodes: 79, check 99
E neutral atom: -161.436188 Ha
E ion, relaxed core: -161.246416 Ha
E ion, frozen core: -161.245776 Ha
3s orbital energy, neutral: -0.103473 Ha
2p orbital energy, neutral: -1.060346 Ha
2p orbital energy, ion: -1.343075 Ha
I relaxed core: 0.189772 Ha
I frozen core: 0.190412 Ha
I relaxed core: 5.1640 eV
I frozen core: 5.1814 eV
Delta direct: 640.04 microhartree
Delta direct: 17.416 meV
Delta second order: 676.94 microhartree
Delta second order: 18.420 meV
Second order / direct: 1.0577 (ratio)
Delta trapezoid: 623.13 microhartree
Delta third-order combination: 641.06 microhartree
Second order without kernel: 980.74 microhartree
Second order, Hartree part of w only: 148.03 microhartree
Second order, xc part of w only: 236.29 microhartree
Mean w over 1s: -0.31465 Ha
Mean w over 2s: -0.29877 Ha
Mean w over 2p: -0.29781 Ha
Core electrons displaced, ion: 0.01928 electrons
Core electrons displaced, linear: 0.02006 electrons
Core sum of r^2, neutral: 6.69590 bohr^2
Core sum of r^2, ion: 6.60543 bohr^2
Fraction lambda in curvature test: 0.2 (number)
Delta2 from curvature test: 677.09 microhartree
Relaxation at lambda = 0: 0.0000 microhartree
I relaxed, more nodes: 0.189772 Ha
Delta, more nodes: 640.04 microhartree
I relaxed, Gaussian basis: 0.189772 Ha
Delta, Gaussian basis: 639.91 microhartree
\end{verbatim}
